\section*{Original Compression of a Film Inferred from a Straight Blister}

\section{Problem}

A film of thickness $h=1\,\mu\mathrm{m}$ was deposited flat on a thick substrate and was left in compression. Along a straight strip it has come loose and bulged upward into a long blister. The half-width of the strip is $b=20\,\mu\mathrm{m}$ and the height of the crest is $w_0=2\,\mu\mathrm{m}$. The plane-strain modulus of the film is $\bar E=E/(1-\nu^2)=300\,\mathrm{GPa}$, where $E$ is Young's modulus and $\nu$ is Poisson's ratio.

What compression $\sigma_0$ acted across the strip before the film buckled? How much of it is left in the blister, and what is the stress at the top of the crest, where a crack might start?

Let $x$ run across the strip, from $-b$ to $b$, and $y$ along it. The deflection $w(x)$ is positive away from the substrate. The symbols $\sigma_0$ and $\sigma$ denote compressive stresses across the strip, before and after buckling, and are positive in compression. The film is taken as uniform and linearly elastic, with small slopes. The edges of the blister are first taken as clamped, so that they neither slide nor rotate. A rigid substrate comes close to this ideal but does not reach it, because the attached film itself deforms near the edge. The pressure is the same on both faces of the film.

\section{First estimate by scaling}

The original compression has two parts: one was released when the film bulged, and the other is still carried by the bent film.

For the released part, the slope is of order $w_0/b$. A line element of slope $w'$ is longer than its projection by the fraction $\sqrt{1+w'^2}-1\approx w'^2/2$. The released stress is therefore of order
\begin{equation}
\bar E\,\frac12\left(\frac{w_0}{b}\right)^2
=300\times\frac12\times(0.1)^2\ \mathrm{GPa}=1.5\,\mathrm{GPa}.
\end{equation}

For the remaining part, a compressive force $\sigma h$ per unit length of ridge, acting with lever arm $w_0$, must balance a bending moment. The bending stiffness is $D=\bar Eh^3/12$ and the curvature is of order $w_0/b^2$, so $\sigma h w_0\sim Dw_0/b^2$ and
\begin{equation}
\sigma\sim\frac{\bar E}{12}\left(\frac hb\right)^2
=\frac{300}{12\times400}\,\mathrm{GPa}\approx0.06\,\mathrm{GPa}.
\end{equation}

The sum is about $1.6\,\mathrm{GPa}$. The estimate shows how each part depends on the dimensions, but its numerical factors are guesses. In particular, it suggests that the stress left in the blister is negligible, which has to be checked.

\section{Solution of the small-slope model}

\subsection{Elastic law}

The blister is long and its ends are far away, so the strain along $y$ does not change during buckling. The upper surface is free, and the stress normal to the film is negligible. For changes of tensile stress and strain, Hooke's law reads
\begin{align}
\Delta\varepsilon_x&=\frac{\Delta s_x-\nu\,\Delta s_y}{E},\\
0=\Delta\varepsilon_y&=\frac{\Delta s_y-\nu\,\Delta s_x}{E}.
\end{align}
The second line gives $\Delta s_y=\nu\,\Delta s_x$. Inserted in the first, it gives
\begin{equation}
\Delta\varepsilon_x=\frac{1-\nu^2}{E}\Delta s_x,
\qquad \Delta s_x=\bar E\,\Delta\varepsilon_x .
\end{equation}
This is why the plane-strain modulus appears, although the original stress may be equal in both directions.

Let $z$ be the height above the midplane of the film. Bending adds the tensile strain $-zw''$: where the film is convex upward, $w''<0$ and the upper half is stretched. The bending energy per unit area is
\begin{equation}
\int_{-h/2}^{h/2}\frac12\bar E(zw'')^2\,dz
=\frac12\,\frac{\bar Eh^3}{12}\,w''^2=\frac12Dw''^2 .
\end{equation}
For the given film $D=300\times1/12=25\,\mathrm{GPa}\,\mu\mathrm{m}^3$.

\subsection{Equilibrium}

Let $u(x)$ be the displacement along $x$, measured from the flat, compressed film. The midplane elongates by $u'+w'^2/2$. The compressive stress falls accordingly:
\begin{equation}
\sigma=\sigma_0-\bar E\left(u'+\tfrac12w'^2\right).
\label{eq:membrane}
\end{equation}
Apart from a constant, the energy per unit length of ridge is
\begin{equation}
\Pi=\int_{-b}^{b}\left[\frac{h\sigma^2}{2\bar E}+\frac12Dw''^2\right]dx .
\end{equation}
The first term is right because its change for a small extra elongation $\delta\varepsilon$ is $-h\sigma\,\delta\varepsilon$, which is the work done by a compressed film that expands, taken with a minus sign.

A small change $\delta u$ that vanishes at the edges gives
\begin{equation}
\delta\Pi=-\int_{-b}^{b}h\sigma\,\delta u'\,dx
=\int_{-b}^{b}(h\sigma)'\,\delta u\,dx=0 .
\end{equation}
Since $\delta u$ is arbitrary inside the strip, the force $N=\sigma h$ is uniform. A change $\delta w$ gives
\begin{equation}
\delta\Pi=\int_{-b}^{b}\left(-Nw'\,\delta w'+Dw''\,\delta w''\right)dx=0 .
\end{equation}
At the clamped edges $\delta w=\delta w'=0$. One integration by parts of the first term and two of the second leave no boundary terms:
\begin{equation}
\int_{-b}^{b}\left(Nw''+Dw''''\right)\delta w\,dx=0
\quad\Rightarrow\quad Dw''''+Nw''=0 .
\label{eq:beam}
\end{equation}

\subsection{Shape and remaining stress}

With $k^2=N/D$, the general solution of \eqref{eq:beam} is
\begin{equation}
w=A+Bx+C\cos kx+F\sin kx .
\end{equation}
The conditions $w=w'=0$ at both edges separate into an even and an odd set:
\begin{align}
A+C\cos kb&=0, & Ck\sin kb&=0,\\
Bb+F\sin kb&=0, & B+Fk\cos kb&=0 .
\end{align}
A nonzero even solution needs $\sin kb=0$, so that $kb=\pi,2\pi,\dots$. The root $kb=\pi$ has one crest; the higher even roots have several. An odd solution would press one half of the film into the substrate, and it needs $\tan kb=kb$, which $kb=\pi$ does not satisfy. The observed single crest therefore selects $kb=\pi$ with $B=F=0$. Then $\cos kb=-1$ gives $A=C$, and $w(0)=2C=w_0$ fixes
\begin{equation}
w=\frac{w_0}{2}\left(1+\cos\frac{\pi x}{b}\right).
\label{eq:shape}
\end{equation}
The force is $N=Dk^2=\pi^2D/b^2$. Division by $h$ gives the stress left in the blister, called $\sigma_c$:
\begin{equation}
\sigma_c=\frac{\pi^2D}{b^2h}
=\frac{\pi^2}{12}\bar E\left(\frac hb\right)^2 .
\label{eq:sigmac}
\end{equation}
The height does not enter. In this model a blister of given width holds the same mean stress however high it stands; any excess compression is turned into height. For the given film
\begin{equation}
\sigma_c=0.8225\times300\times\frac1{400}\,\mathrm{GPa}
=0.617\,\mathrm{GPa}.
\end{equation}

\subsection{Released stress}

The edges do not move, so $u(\pm b)=0$ and the integral of $u'$ vanishes. Integration of \eqref{eq:membrane} over the strip, with the uniform value $\sigma=\sigma_c$, gives
\begin{equation}
\frac{\sigma_0-\sigma_c}{\bar E}
=\frac1{2b}\int_{-b}^{b}\frac12w'^2\,dx .
\label{eq:release}
\end{equation}
From \eqref{eq:shape}, $w'=-(\pi w_0/2b)\sin(\pi x/b)$. The integral of $\sin^2(\pi x/b)$ over the full width is $b$, because its mean is one half. Hence
\begin{equation}
\frac{\sigma_0-\sigma_c}{\bar E}
=\frac1{2b}\cdot\frac12\cdot\frac{\pi^2w_0^2}{4b^2}\cdot b
=\frac{\pi^2w_0^2}{16b^2}.
\end{equation}
The strain is $0.617\,\%$, and the released stress is $300\times0.00617=1.851\,\mathrm{GPa}$. That the strain in per cent and $\sigma_c$ in GPa share their digits is an accident of the chosen inputs.

\subsection{Original compression}

The released stress divided by $\sigma_c$ is $(w_0^2/16)/(h^2/12)=\frac34(w_0/h)^2$. The original compression is therefore
\begin{equation}
\boxed{\;\sigma_0=\frac{\pi^2}{12}\bar E\left(\frac hb\right)^2
\left[1+\frac34\left(\frac{w_0}{h}\right)^2\right]\;}
\label{eq:result}
\end{equation}
With $w_0/h=2$ the bracket equals $1+3=4$, and
\begin{equation}
\sigma_0=0.617+1.851=2.47\,\mathrm{GPa}\quad(2470\,\mathrm{MPa}).
\end{equation}
One quarter of the original stress across the strip remains and three quarters have been released.

\subsection{Limits and a second blister}

For $w_0\to0$ the original stress equals $\sigma_c$: the film is just about to lift. If $\sigma_0$ is held fixed, this happens at the half-width
\begin{equation}
b_0=b\sqrt{\frac{\sigma_c}{\sigma_0}}=20\sqrt{\frac14}\,\mu\mathrm{m}
=10\,\mu\mathrm{m},
\end{equation}
because $\sigma_c\propto b^{-2}$. A narrower loose strip of the same film stays flat in this model, which allows no variation along the strip. If the film is also compressed along the strip, a pattern that varies in that direction can lift at a slightly smaller width.

For $w_0\gg h$ the first term of the bracket can be dropped, and $\sigma_0\approx\pi^2\bar Ew_0^2/(16b^2)$. The thickness has disappeared: the film acts as a slack sheet whose excess length measures the strain. The present blister is not in that limit, since dropping the first term would lose a quarter of the answer.

Solved for the height at fixed $\sigma_0$, \eqref{eq:result} becomes
\begin{equation}
w_0=h\sqrt{\frac43\left(\frac{b^2}{b_0^2}-1\right)} .
\end{equation}
A second blister in the same film with half-width $40\,\mu\mathrm{m}$ should thus be $\sqrt{(4/3)\times15}=4.5\,\mu\mathrm{m}$ high, provided that its ridge stays straight. In a film compressed equally in both directions it does not: for $\nu=0.25$ a straight ridge on a clamped strip loses its stability near $\sigma_0/\sigma_c\approx6$, here a half-width of about $25\,\mu\mathrm{m}$, while this blister has $\sigma_0/\sigma_c=16$. It would become wavy or vary in height along its length, and the formula then no longer applies. Straight blisters of several widths provide a check on a real sample: if the assumptions hold and the film is uniform, all must yield the same $\sigma_0$.

\section{Stress at the crest and along the ridge}

At the upper surface, $z=h/2$, bending produces the tensile stress $-\bar E(h/2)w''$. At the crest $w''(0)=-\pi^2w_0/(2b^2)$, so the bending stress is
\begin{equation}
\frac{\pi^2\bar Ehw_0}{4b^2}
=\frac{9.870\times300\times1\times2}{4\times400}\,\mathrm{GPa}
=3.70\,\mathrm{GPa}.
\end{equation}
The mean compression $\sigma_c$ must be subtracted, which leaves a net tension of $3.70-0.62=3.08\,\mathrm{GPa}$. A film deposited in compression can thus crack in tension after it has buckled. The tension acts across the ridge, so it favours a crack that runs along the ridge. The crest is not the only possible site: at the clamped edges the curvature has the same size and the opposite sign, so the underside of the film carries the same tension there. Whether a crack forms depends on the strength and the flaws of the film, which the blister's shape does not reveal.

This surface stress assumes that the original compression was uniform through the thickness. A gradient that is the same everywhere along $x$ adds to the energy a term proportional to $\int w''dx=w'(b)-w'(-b)=0$. With clamped edges it leaves the shape and the inferred mean $\sigma_0$ unchanged, but it does shift the stress at the surface.

Along the ridge, Hooke's law gave $\Delta s_y=\nu\,\Delta s_x$. If the original compression was equal in both directions and $\nu=0.25$, the mean compression along $y$ is still
\begin{equation}
\sigma_0-\nu(\sigma_0-\sigma_c)=2.467-0.25\times1.851
=2.00\,\mathrm{GPa}.
\end{equation}
Buckling into a straight ridge relieves this direction little. The remaining compression can make a ridge wavy. The present calculation takes the straightness from observation and does not derive it; the ratio $\sigma_0/\sigma_c=4$ lies below the stability limit of about $6$ quoted above.

\section{Comparison of the estimate with the solution}

The scaling estimate gave $1.6\,\mathrm{GPa}$ and the solution gives $2.47\,\mathrm{GPa}$. The two parts fare very differently.

The released stress was estimated as $1.5\,\mathrm{GPa}$, against $1.85\,\mathrm{GPa}$. The ratio is $(\pi^2/16)/(1/2)=1.23$: the largest slope is $\pi w_0/(2b)=0.157$ rather than $0.1$, but the mean of the squared sine halves the effect.

The remaining stress was estimated as $0.06\,\mathrm{GPa}$, against $0.62\,\mathrm{GPa}$. Here the ratio is $\pi^2\approx10$. The estimate took $1/b$ for the wavenumber of the shape, whereas clamping at both edges requires $\pi/b$, and the force depends on its square. Most of the error in the sum comes from this part. The scaling with $\bar E$, $h$, $b$ and $w_0$ was correct in both parts.

\section{How far the number can be trusted}

\subsection{Measurement errors}

Both parts of $\sigma_0$ are proportional to $\bar E/b^2$. The remaining part also varies as $h^2$ and the released part as $w_0^2$, with weights $1/4$ and $3/4$. A small relative change in each input therefore changes $\sigma_0$ by
\begin{equation}
\frac{\delta\sigma_0}{\sigma_0}
=\frac{\delta\bar E}{\bar E}-2\frac{\delta b}{b}
+\frac32\frac{\delta w_0}{w_0}+\frac12\frac{\delta h}{h}.
\end{equation}
Independent errors of $5\,\%$ in all four combine to $5\,\%\times\sqrt{1+4+2.25+0.25}=13.7\,\%$, or $0.34\,\mathrm{GPa}$. For equal relative errors the width matters most. If the modulus is known only roughly, it can matter more: an error of $20\,\%$ in $\bar E$ alone changes $\sigma_0$ by $20\,\%$.

\subsection{Finite slope}

The small-slope equations can be compared with a rod that stretches and bends linearly but may have any slope. Let $S$ be the stress-free arc length from one edge, $\theta$ the angle of the rod and $N$ the horizontal force. With the stretch factor $\lambda=1-N\cos\theta/(\bar Eh)$, the equations are
\begin{equation}
\frac{dx}{dS}=\lambda\cos\theta,\quad
\frac{dw}{dS}=\lambda\sin\theta,\quad
D\frac{d^2\theta}{dS^2}=-N\frac{dw}{dS}.
\end{equation}
They were integrated numerically from edge to crest, and $N$, the edge curvature and the stress-free half-length $\ell$ were adjusted until the given $b$ and $w_0$ were met with a level crest. The original compression is then $\bar E(1-b/\ell)=2.44\,\mathrm{GPa}$, which is $1.2\,\%$ below \eqref{eq:result}. The crest tension becomes $3.05\,\mathrm{GPa}$. When $h$ and $w_0$ are halved at fixed $b$, the discrepancy falls to $0.31\,\%$, smaller by a factor of $3.96$. This is the behaviour expected of neglected terms of relative order $(w_0/b)^2$ and $(h/b)^2$. Much of the $1.2\,\%$ reflects the choice of strain measure rather than the slope, since $\sigma_0/\bar E$ is itself $0.8\,\%$: if the stress is taken as $\bar E(1/\lambda-1)$ instead of $\bar E(1-\lambda)$, the discrepancy is $0.45\,\%$.

\subsection{Pressure}

If the blister is evacuated and one atmosphere acts outside, \eqref{eq:beam} acquires the load $-p$ on its right-hand side. Its even solution with $w(\pm b)=0$ is
\begin{equation}
w=a(\cos kx-\cos kb)+\frac{p}{2N}(b^2-x^2),
\end{equation}
and $w'(b)=0$ requires $a=-pb/(Nk\sin kb)$. Holding the crest at $2\,\mu\mathrm{m}$ fixes $k$, and \eqref{eq:release}, with $N/h$ in place of $\sigma_c$, then gives $\sigma_0=2.48\,\mathrm{GPa}$. The increase is $0.4\,\%$: slightly more compression is needed to hold the same height against the pressure.

\subsection{A substrate that yields}

A real substrate lets the edges slide and rotate. The attached film pushes on the edge with $\sigma_0h$, the blister pushes back with $\sigma h$, and the difference $T=(\sigma_0-\sigma)h$ drags the substrate surface inward. A tangential line force $T$ on an elastic half-plane of plane-strain modulus $\bar E_s$ produces a surface strain of size $2T/(\pi\bar E_sr)$ at distance $r$. The opposite edge, at distance $2b$, carries the opposite force. With the singularity cut off at $r=h$, each edge slides by about
\begin{equation}
\frac{2T}{\pi\bar E_s}\ln\frac{2b}{h}
=\frac{\sigma_0-\sigma}{\bar E}\,g,\qquad
g=\frac{2}{\pi}\frac{\bar E}{\bar E_s}\,h\ln\frac{2b}{h}.
\end{equation}
For silicon, with $\bar E_s$ roughly $170\,\mathrm{GPa}$, $g=4.1\,\mu\mathrm{m}$. The extra length of half the blister is now supplied both by its own expansion and by the slide, so
\begin{equation}
\int_0^b\frac12w'^2dx=\frac{\sigma_0-\sigma}{\bar E}(b+g).
\end{equation}
For given shape, less original compression is needed.

Rotation is represented by $w'(b)=-r_0w''(b)$, which to first order moves the clamp outward by $r_0$. With $w=a(\cos kx-\cos kb)$ this condition reads $\tan kb=-kr_0$. The value $r_0=h$ is an assumption about the order of magnitude. Rotation alone lowers $\sigma_0$ to $2.34\,\mathrm{GPa}$, and rotation and sliding together lower it to about $2.0\,\mathrm{GPa}$, roughly $18\,\%$ below the rigid-substrate value. The estimate ignores the coupling between sliding and rotation and depends on the cut-off, so it gives the direction and rough size of the correction, not a refined result. In the full plane-strain elastic problem of the edge, with an isotropic substrate, $g$ is larger (about $5.4\,\mu\mathrm{m}$), $r_0$ is smaller (about $0.7h$) and the coupling offsets part of the correction, so that $\sigma_0\approx2.1\,\mathrm{GPa}$, about $16\,\%$ below the clamped value, with a crest tension of about $3.0\,\mathrm{GPa}$. Even on a rigid substrate the deformation of the attached film lowers $\sigma_0$ by about $2\,\%$.

\subsection{A real case: hard carbon on silicon}

The inputs lie in the regime of hard amorphous-carbon films grown by plasma-assisted chemical vapour deposition on silicon, for which a modulus from about one hundred to a few hundred GPa and a compression of order one GPa are rough typical values. Softer, hydrogen-rich films have a lower modulus, and on a rigid substrate $\sigma_0$ falls in proportion if the blister's dimensions are held fixed. The assumption that such a sample breaks most seriously, among those sized here, is the rigid substrate: the same blister would indicate about $2.0$ to $2.1$ rather than $2.5\,\mathrm{GPa}$. Blisters in compressed films can also be wavy, and \eqref{eq:result} does not apply to those.

Could cooling after growth have caused this stress? For equal strain in both directions the relevant modulus is $E/(1-\nu)=\bar E(1+\nu)=375\,\mathrm{GPa}$. An assumed expansion mismatch of $1\,\mathrm{ppm/K}$ and cooling by $250\,\mathrm{K}$ give a strain of $0.025\,\%$ and a stress of $0.09\,\mathrm{GPa}$, about $4\,\%$ of $\sigma_0$. It is compressive if the film contracts less than the substrate. The full stress corresponds to a strain of $2.467/375=0.66\,\%$, which over the same $250\,\mathrm{K}$ would need a mismatch of $26\,\mathrm{ppm/K}$. With these inputs, nearly all of the compression must have an origin other than cooling, such as the growth process itself. The blister itself measures the total stress at the temperature of observation and cannot separate the thermal part from the rest.

The main values used here are collected in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
Film thickness h = 1.0 um
Blister half-width b = 20.0 um
Crest height w0 = 2.0 um
Plane-strain modulus = 300 GPa
Film Poisson ratio (rough) = 0.25
Substrate modulus (rough) = 170 GPa
Bending stiffness D = 25.0 GPa um^3
Stress left in blister = 0.6169 GPa
Same, finite differences = 0.6168 GPa
Released strain = 0.6169 %
Released stress = 1.8506 GPa
Original compression = 2.4674 GPa
Original compression = 2467 MPa
Ratio original/left = 4.000
Onset half-width = 10.00 um
Largest slope = 0.1571
Exact-rod compression = 2.4375 GPa
Exact-rod shift = -1.21 %
Shift with h and w0 halved = -0.306 %
Ratio of the two shifts = 3.96
Crest bending stress = 3.701 GPa
Net tension on crest top = 3.084 GPa
Same, exact rod = 3.050 GPa
Mean compression along ridge = 2.005 GPa
Log sensitivity to h = 0.50
Log sensitivity to b = -2.00
Log sensitivity to w0 = 1.50
Log sensitivity to modulus = 1.00
Error from 5% in each input = 13.7 %
Same error in stress = 0.34 GPa
Original biaxial strain = 0.658 %
Assumed expansion mismatch = 1.0 ppm/K
Assumed cooling = 250 K
Thermal mismatch strain = 0.025 %
Thermal stress size = 0.094 GPa
Thermal share = 3.8 %
Compression with 1 atm outside = 2.4764 GPa
Pressure shift = 0.37 %
Assumed edge rotation length = 1.0 um
Estimated edge slide length = 4.14 um
Compression, rotation only = 2.34 GPa
Rotation shift = -5.1 %
Compression, rotation and slide = 2.04 GPa
Rotation and slide shift = -17.5 %
\end{verbatim}
